# Madelung Energies of Cubic Charge Lattices and Supercell Shape: a numerical check

```python
"""Madelung energies of point charges in a uniform neutralizing background.

Result under test: E = -alpha*k*q^2/(2*eps*L), L = V^(1/3), with alpha for
bcc and fcc about 1.8 percent above alpha for sc at equal cell volume V.
k = e^2/(4 pi eps0), q = charge in units of e, eps = dielectric constant.
Lattice sums use reduced units: V = 1, unit charge, k = 1, eps = 1.
R = lattice vectors, G = reciprocal vectors, r_s = radius of a sphere of volume V.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

BASES = {
    "sc": np.array([[0, 0, 0]], float),
    "bcc": np.array([[0, 0, 0], [.5, .5, .5]]),
    "fcc": np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]]),
}


def integer_grid(n):
    axis = np.arange(-n, n + 1)
    return np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)


def direct_vectors(basis, rmax):
    edge = len(basis) ** (1 / 3)
    grid = integer_grid(int(rmax / edge) + 2)
    points = np.concatenate([(grid + b) * edge for b in basis])
    length = np.linalg.norm(points, axis=1)
    return points[(length > 1e-9) & (length < rmax)]


def reciprocal_vectors(basis, gmax):
    edge = len(basis) ** (1 / 3)
    grid = integer_grid(int(gmax * edge / (2 * np.pi)) + 1)
    # The mean phase over the basis is 1 for allowed vectors and 0 otherwise.
    phase = sum(np.cos(2 * np.pi * (grid @ b)) for b in basis) / len(basis)
    vectors = grid[phase > 0.5] * (2 * np.pi / edge)
    length = np.linalg.norm(vectors, axis=1)
    return vectors[(length > 1e-9) & (length < gmax)]


def ewald_alpha(basis, eta):
    R = np.linalg.norm(direct_vectors(basis, 7 / eta), axis=1)
    G = np.linalg.norm(reciprocal_vectors(basis, 14 * eta), axis=1)
    return (2 * eta / np.sqrt(np.pi) + np.pi / eta**2
            - np.sum(erfc(eta * R) / R)
            - 4 * np.pi * np.sum(np.exp(-G**2 / (4 * eta**2)) / G**2))


def cutoff_alpha(basis):
    """Definition: other ions plus background, smooth cutoff taken to infinity."""
    h = np.array([0.25, 0.35, 0.50])
    R = np.linalg.norm(direct_vectors(basis, 6.2 / h[0]), axis=1)
    values = [2 * np.pi / x**2 - np.sum(np.exp(-(x * R)**2) / R) for x in h]
    return np.polyfit(h**2, values, 2)[-1]


def ball_interaction(R, b):
    """Energy of two overlapping uniform unit-charge balls, b < R < 2b."""
    u = R / b
    return (6 / 5 - u**2 / 2 + 3 * u**3 / 16 - u**5 / 160) / b


def ball_parts(basis, b):
    """Field energy of balls plus background, and the overlap energy."""
    G = np.linalg.norm(reciprocal_vectors(basis, 50 * np.pi), axis=1)
    x = G * b
    form = 3 * (np.sin(x) - x * np.cos(x)) / x**3
    field = 2 * np.pi * np.sum(form**2 / G**2)
    R = np.linalg.norm(direct_vectors(basis, 2 * b), axis=1)
    overlap = 0.5 * np.sum(1 / R - ball_interaction(R, b))
    return field, overlap


# Madelung constants by three roads
r_s = (3 / (4 * np.pi)) ** (1 / 3)
alpha, cutoff, field, overlap = {}, {}, {}, {}
for name, basis in BASES.items():
    alpha[name] = ewald_alpha(basis, np.sqrt(np.pi))
    assert abs(alpha[name] - ewald_alpha(basis, 1.3)) < 1e-9
    cutoff[name] = cutoff_alpha(basis)
    # Extrapolation in the cutoff leaves an error of order 1e-5.
    assert abs(alpha[name] - cutoff[name]) < 1e-4
    field[name], overlap[name] = ball_parts(basis, r_s)
    ball_energy = (-3 / (5 * r_s) - 2 * np.pi * r_s**2 / 5
                   + field[name] + overlap[name])
    # The truncated reciprocal sum leaves an error of order 1e-6.
    assert abs(alpha[name] + 2 * ball_energy) < 2e-5
    assert alpha[name] < 9 / (5 * r_s)
excess = {s: 100 * (alpha[s] / alpha["sc"] - 1) for s in ("bcc", "fcc")}
for shape in excess:
    assert 1.75 < excess[shape] < 1.85
    assert field["sc"] > field[shape] and overlap["sc"] > overlap[shape]

# Ball interaction from the potential of one ball averaged over the other
for R in (1.2, 1.6, 1.9):
    def integrand(r):
        potential = (3 - r**2) / 2 if r < 1 else 1 / r
        return potential * 3 * r * (1 - (R - r)**2) / (4 * R)
    average = quad(integrand, R - 1, 1)[0] + quad(integrand, 1, R + 1)[0]
    assert abs(average - ball_interaction(R, 1.0)) < 1e-9

# Worked example: doubly positive vacancy in silicon, rough material values
a0, eps, q, repeats = 0.543, 11.7, 2, 3
k = const.e / (4 * np.pi * const.epsilon_0) * 1e9       # eV nm
L = repeats * a0
scale = k * q**2 / L                                   # eV, unscreened
energy = {s: -alpha[s] * scale / (2 * eps) for s in BASES}

# Supercells whose translations belong to the fcc lattice of silicon
counts = {}
for name, basis in BASES.items():
    counts[name] = [8 * m**3 // len(basis) for m in range(1, 31)
                    if np.all(np.rint(2 * m * basis).astype(int).sum(axis=1) % 2 == 0)]
for first, second in (("sc", "bcc"), ("sc", "fcc"), ("bcc", "fcc")):
    assert not set(counts[first]) & set(counts[second])
target = 8 * repeats**3
atoms = {s: min(counts[s], key=lambda n: abs(n - target)) for s in BASES}
real_side = {s: a0 * (atoms[s] / 8) ** (1 / 3) for s in BASES}
real_energy = {s: -alpha[s] * k * q**2 / (2 * eps * real_side[s]) for s in BASES}

# Defect charge shared equally by the four neighbours, sc cell
eta = np.sqrt(np.pi)
R_sc = direct_vectors(BASES["sc"], 6.0)
G_sc = reciprocal_vectors(BASES["sc"], 14 * eta)
G2 = np.sum(G_sc**2, axis=1)


def periodic_minus_isolated(r):
    distance = np.linalg.norm(r - R_sc, axis=1)
    r0 = np.linalg.norm(r)
    return (np.sum(erfc(eta * distance) / distance) + (erfc(eta * r0) - 1) / r0
            + 4 * np.pi * np.sum(np.exp(-G2 / (4 * eta**2)) * np.cos(G_sc @ r) / G2)
            - np.pi / eta**2)


sites = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) * a0 / (4 * L)
shared = 0.0
for i in range(4):
    for j in range(4):
        shared += (-alpha["sc"] if i == j
                   else periodic_minus_isolated(sites[i] - sites[j])) / 32
bond = np.sqrt(3) * a0 / 4
spread_sum = shared + alpha["sc"] / 2
spread_formula = 2 * np.pi * (bond / L)**2 / 3
# The cubic fourth-order term of the potential is about 2 percent here.
assert abs(spread_sum / spread_formula - 1) < 0.04
spread_shift = spread_sum * scale / eps
spread_estimate = spread_formula * scale / eps

# Response charge as a Gaussian whose rms radius is one bond length
width = bond / L / np.sqrt(3)
G_long = np.linalg.norm(reciprocal_vectors(BASES["sc"], 9 / width), axis=1)
centre = (4 * np.pi * np.sum(np.exp(-(G_long * width)**2 / 2) / G_long**2)
          - np.sqrt(2 / np.pi) / width)
assert abs(centre + alpha["sc"] - spread_formula) < 1e-7
response_shift = -0.5 * (1 - 1 / eps) * (centre + alpha["sc"]) * scale

# Dielectric constant and free carriers
eps_shift = energy["sc"] / 1.1 - energy["sc"]
temperature, holes_cm3 = 300.0, 1e16
debye = 1e9 * np.sqrt(eps * const.epsilon_0 * const.k * temperature
                      / (const.e**2 * holes_cm3 * 1e6))
carrier_shift = -k * q**2 / (2 * eps * debye)
# Screened minus unscreened Coulomb kernel, integrated over wave vector
kernel = quad(lambda x: x**2 / (1 + x**2) - 1, 0, np.inf)[0] / np.pi
assert abs(kernel * k * q**2 / (eps * debye) - carrier_shift) < 1e-8
shape_gain = energy["bcc"] - energy["sc"]
for shift in (spread_shift, response_shift, eps_shift):
    assert abs(shift) > abs(shape_gain)

print("REDUCED UNITS (V = 1, unit charge, k = 1, eps = 1)")
print(f"r_s = {r_s:.6f}; upper bound on alpha = {9 / (5 * r_s):.6f}")
for s in BASES:
    print(f"{s}: alpha = {alpha[s]:.6f}; from cutoff definition = {cutoff[s]:.5f}")
    print(f"{s}: C = alpha*r_s/2 = {alpha[s] * r_s / 2:.6f}")
    print(f"{s}: field energy F = {field[s]:.5f}; overlap energy O = {overlap[s]:.5f}")
for s in excess:
    print(f"{s}: excess over sc = {excess[s]:.3f} percent")
print("SILICON VACANCY, EQUAL VOLUMES")
print(f"a0 = {a0:.3f} nm; eps = {eps:.1f}; q = +{q}; k = {k:.6f} eV nm")
print(f"L = {L:.3f} nm; V = {L**3:.4f} nm^3; atoms in sc cell = {target}")
print(f"unscreened scale k*q^2/L = {scale:.5f} eV")
for s in BASES:
    print(f"{s}: E = {energy[s]:.5f} eV; correction = {-energy[s]:.5f} eV")
for s in excess:
    print(f"{s}: E minus E(sc) = {energy[s] - energy['sc']:.5f} eV")
print(f"sc: E = {energy['sc'] * const.e * const.N_A / 1000:.2f} kJ/mol")
print("NEAREST COMMENSURATE CELLS")
for s in BASES:
    print(f"{s}: {atoms[s]} atoms; L = {real_side[s]:.4f} nm; E = {real_energy[s]:.5f} eV")
print("SIZE OF NEGLECTED EFFECTS, SC CELL")
print(f"bond length = {bond:.4f} nm")
print(f"charge on four neighbours, lattice sum: {spread_shift:+.5f} eV")
print(f"same, mean-square-radius formula: {spread_estimate:+.5f} eV")
print(f"response charge spread over a bond length: {response_shift:+.5f} eV")
print(f"eps raised by 10 percent: {eps_shift:+.5f} eV")
print(f"T = {temperature:.0f} K; hole density = {holes_cm3:.1e} cm^-3")
print(f"Debye length = {debye:.2f} nm; carrier screening: {carrier_shift:+.5f} eV")
print("OK")
```

Printed output:

```
REDUCED UNITS (V = 1, unit charge, k = 1, eps = 1)
r_s = 0.620350; upper bound on alpha = 2.901586
sc: alpha = 2.837297; from cutoff definition = 2.83729
sc: C = alpha*r_s/2 = 0.880059
sc: field energy F = 0.02131; overlap energy O = 0.01083
bcc: alpha = 2.888462; from cutoff definition = 2.88845
bcc: C = alpha*r_s/2 = 0.895929
bcc: field energy F = 0.00446; overlap energy O = 0.00210
fcc: alpha = 2.888282; from cutoff definition = 2.88828
fcc: C = alpha*r_s/2 = 0.895874
fcc: field energy F = 0.00543; overlap energy O = 0.00122
bcc: excess over sc = 1.803 percent
fcc: excess over sc = 1.797 percent
SILICON VACANCY, EQUAL VOLUMES
a0 = 0.543 nm; eps = 11.7; q = +2; k = 1.439965 eV nm
L = 1.629 nm; V = 4.3228 nm^3; atoms in sc cell = 216
unscreened scale k*q^2/L = 3.53582 eV
sc: E = -0.42873 eV; correction = 0.42873 eV
bcc: E = -0.43646 eV; correction = 0.43646 eV
fcc: E = -0.43643 eV; correction = 0.43643 eV
bcc: E minus E(sc) = -0.00773 eV
fcc: E minus E(sc) = -0.00770 eV
sc: E = -41.37 kJ/mol
NEAREST COMMENSURATE CELLS
sc: 216 atoms; L = 1.6290 nm; E = -0.42873 eV
bcc: 256 atoms; L = 1.7239 nm; E = -0.41243 eV
fcc: 250 atoms; L = 1.7103 nm; E = -0.41567 eV
SIZE OF NEGLECTED EFFECTS, SC CELL
bond length = 0.2351 nm
charge on four neighbours, lattice sum: +0.01290 eV
same, mean-square-radius formula: +0.01319 eV
response charge spread over a bond length: -0.07055 eV
eps raised by 10 percent: +0.03898 eV
T = 300 K; hole density = 1.0e+16 cm^-3
Debye length = 40.88 nm; carrier screening: -0.00602 eV
OK
```
